# Spin-orbit correction to the germanium/oxide valence band offset

## Question

I have a scalar-relativistic calculation of a germanium/alumina interface. It puts the germanium valence-band top 3.0 eV above the oxide's. The exercise now says: "Include germanium's 0.30 eV spin-orbit splitting, neglect the oxide's, and show that the valence offset grows by 0.10 eV."

I would have added the whole 0.30 eV, or perhaps half of it, with one level going up and the other down. Where does the third come from? Why may I leave the potential line-up at the interface alone? And does the conduction offset change too?

## Answer

The splitting is a distance between two levels, whereas the offset needs the position of the upper one relative to the level you started from. The two levels hold different numbers of states, so they do not move by equal amounts.

### What enters the offset

Count the offset as positive when germanium's valence top is higher. With $\bar V$ the average electrostatic potential in each material,

$$
\Delta E_v=(E_v^{\rm Ge}-\bar V^{\rm Ge})-(E_v^{\rm ox}-\bar V^{\rm ox})+(\bar V^{\rm Ge}-\bar V^{\rm ox}).
$$

The first two brackets are bulk properties. The third is the line-up, which comes from the interface calculation. Spin-orbit coupling could change any of them, so take them in turn.

### The germanium level

Assume unstrained germanium. Its scalar-relativistic valence top at $\Gamma$ is a threefold orbital level that transforms like $p_x,p_y,p_z$ under the tetrahedral symmetry of an atomic site. (It is the bonding combination of the $p$ orbitals on the two atoms, and is even under inversion through the bond centre.) With spin it holds six states. "Scalar-relativistic" means that the other relativistic terms are already included and the spin-orbit term is missing. To first order, neglecting coupling to other levels, that term is

$$
H_{\rm so}=\zeta\,\mathbf L\cdot\mathbf S ,
$$

with $\mathbf L$ and $\mathbf S$ in units of $\hbar$ and $\zeta>0$ an energy. Let $\mathbf J=\mathbf L+\mathbf S$. Squaring gives $J^2=L^2+S^2+2\mathbf L\cdot\mathbf S$, because $\mathbf L$ and $\mathbf S$ commute. Hence

$$
\mathbf L\cdot\mathbf S=\tfrac12\left[j(j+1)-l(l+1)-s(s+1)\right],
$$

with $l=1$ and $s=\tfrac12$. The two possible values of $j$ give

$$
j=\tfrac32:\quad \tfrac12\left(\tfrac{15}{4}-2-\tfrac34\right)=+\tfrac12,
\qquad
j=\tfrac12:\quad \tfrac12\left(\tfrac34-2-\tfrac34\right)=-1 .
$$

The first level has $2j+1=4$ states and the second has 2. The splitting is

$$
\Delta=\frac{\zeta}{2}-(-\zeta)=\frac{3\zeta}{2},
\qquad\text{so}\qquad \zeta=\frac{2\Delta}{3}.
$$

Measured from the scalar-relativistic level, the shifts are therefore

$$
E_{3/2}=\frac{\zeta}{2}=+\frac{\Delta}{3},\qquad
E_{1/2}=-\zeta=-\frac{2\Delta}{3}.
$$

The sum over all six states is $4(\Delta/3)-2(2\Delta/3)=0$. The average stays put, so the four upper states rise half as far as the two lower ones fall. An equal division would need equal numbers of states.

For $\Delta=0.30$ eV, $\zeta=0.20$ eV. The quartet rises by 0.10 eV and the doublet falls by 0.20 eV. The quartet is the new valence top.

### The line-up

The line-up depends on the charge density summed over spin. Write the spin-orbit operator as $\sum_k A_kS_k$, where each $A_k$ acts on orbitals only. Before it is switched on, each occupied orbital $\varphi_i$ of the insulating, nonmagnetic system holds both spins. First-order perturbation theory mixes in empty orbitals $\varphi_a$ and changes the density by

$$
\delta n=2\,{\rm Re}\sum_{i,a,k}
\frac{\varphi_i^*\varphi_a\langle a|A_k|i\rangle}{\varepsilon_i-\varepsilon_a}
\sum_{s}\langle s|S_k|s\rangle .
$$

The last sum is the trace of a spin matrix, which is zero. So the charge density, and with it the line-up, has no first-order change. The argument assumes a gap between occupied and empty orbitals; semilocal functionals leave germanium with a gap near zero, so check that it stays open in your calculation. The first possible change is quadratic in the coupling. In a numerical test on an insulating four-atom model with coupling on two atoms, doubling the coupling from 0.04 to 0.08 eV multiplied the density change by 3.999, close to the quadratic value of 4.

### The offset

With the oxide edge and the line-up held fixed, only the first bracket changes:

$$
\Delta E_v^{\rm new}=\Delta E_v^{\rm scalar}+\frac{\Delta}{3}
=3.00+\frac{0.30}{3}=3.10\ {\rm eV}.
$$

This is the required growth of 0.10 eV. The sign follows from the convention: raising the higher of the two edges increases their separation. Make the correction only if the starting calculation has no spin-orbit term; otherwise it is counted twice.

### The conduction offset

Define this offset as the oxide conduction edge minus germanium's. Then

$$
\Delta E_c=E_g^{\rm ox}-E_g^{\rm Ge}-\Delta E_v .
$$

Take rough gaps of 6.5 eV for the oxide and 0.7 eV for germanium. A measured germanium gap already contains spin-orbit coupling, so it belongs with the corrected valence offset:

$$
\Delta E_c=6.50-0.70-3.10=2.70\ {\rm eV}.
$$

Using 3.00 eV instead would give 2.80 eV, which mixes a gap that includes the coupling with an offset that does not.

The physical conduction offset has not moved by 0.10 eV. Germanium's conduction edge at $L$ is orbitally nondegenerate, and its orbital can be chosen real. The components of $\mathbf L$ are imaginary and antisymmetric between real orbitals, so their expectation values vanish, and so does the first-order shift. Without spin-orbit coupling the germanium gap would be about $0.70+0.10=0.80$ eV, and the scalar offset would give the same result, $6.50-0.80-3.00=2.70$ eV.

### If the oxide splitting is not quite zero

The oxide top is mainly oxygen $2p$. Keep just those valence states, with coupling $\zeta_{\rm ox}\mathbf L\cdot\mathbf S$ on each oxygen atom, and call the rise of their top $\delta_{\rm ox}$.

- **Lower bound.** In the two spin states of the original top orbital, the coupling is a $2\times2$ matrix with zero trace. Its larger eigenvalue cannot be negative. The highest eigenvalue of the full valence matrix is at least as high as the highest one found in this two-state subspace, so $\delta_{\rm ox}\ge0$.
- **Upper bound.** The highest eigenvalue of a sum of two Hermitian matrices cannot exceed the sum of their highest eigenvalues. The coupling's highest eigenvalue is $\zeta_{\rm ox}/2$, so $\delta_{\rm ox}\le\zeta_{\rm ox}/2$.

The growth of the offset is the germanium rise minus the oxide rise:

$$
\frac{\Delta}{3}-\frac{\zeta_{\rm ox}}{2}\le
\Delta E_v^{\rm new}-\Delta E_v^{\rm scalar}\le\frac{\Delta}{3}.
$$

To size $\zeta_{\rm ox}$, I use a nonrelativistic, restricted Hartree-Fock oxygen atom, made spherical by placing 4/3 of an electron in each $2p$ orbital. The bare nuclear field gives 26.6 meV; including the Hartree field of the electrons lowers this to 20.5 meV. Enlarging the basis from 12 $s$ and 9 $p$ exponents to 16 and 12 over the same exponent range changed either value by less than 0.01 meV; extending the range to much tighter exponents raises both by about 0.013 meV, which leaves the digits shown unchanged. Half of the larger value is 13.3 meV, so the growth lies between 0.087 and 0.100 eV for this coupling. The fractional filling makes the $2p$ shell somewhat too diffuse: restricted open-shell Hartree-Fock for the atom's triplet ground state gives 28.8 meV in the bare nuclear field, averaged over the four $2p$ electrons, which would lower the 0.087 eV to 0.086 eV. The free atom stands in for oxygen in alumina, and aluminium admixture is left out. An oxide with a heavy cation contributing to its valence top needs its own calculation.

### If the germanium is strained

Biaxial strain separates the three orbitals before spin-orbit coupling acts. Let $z$ be the growth direction, along a cube axis. Give $p_z$ the energy $w$ and both $p_x$ and $p_y$ the energy $-w/2$. In-plane tension makes $w>0$.

The states with both orbital and spin moments along $+z$, or both along $-z$, do not mix with the others. Their energy is

$$
E_{\rm h}=-\frac w2+\frac\Delta3 .
$$

The state $p_z\!\uparrow$ mixes with the state of orbital moment $+1$ and spin down. Their matrix is

$$
\begin{pmatrix} w & \sqrt2\,\Delta/3\\ \sqrt2\,\Delta/3 & -w/2-\Delta/3\end{pmatrix}.
$$

Half its trace is $w/4-\Delta/6$, and its diagonal elements differ by $3w/2+\Delta/3$. The upper eigenvalue is thus

$$
\begin{aligned}
E_+&=\frac w4-\frac\Delta6+\frac12\sqrt{\left(\frac{3w}{2}+\frac\Delta3\right)^2+\frac{8\Delta^2}{9}}\\
&=\frac w4-\frac\Delta6+\frac12\sqrt{\Delta^2+\Delta w+\frac{9w^2}{4}} .
\end{aligned}
$$

The reversed spins give the same energies.

**Compression, $w<0$.** The scalar top is $-w/2$ and the new top is $E_{\rm h}$, so the rise is still $\Delta/3$. To see that $E_{\rm h}$ is on top, note that $E_+>E_{\rm h}$ would require the square root to exceed $\Delta-3w/2$. Squaring reduces this to $4\Delta w>0$, which is false here.

**Tension, $w>0$.** The same inequality now puts $E_+$ on top. The scalar top was $w$, so the rise is $E_+-w$. For $w\ll\Delta$ the square root is approximately $\Delta+w/2$, and the rise is approximately $\Delta/3-w/2$. For $w\gg\Delta$ it tends to zero: a single real orbital is left on top, and it has no first-order shift, just as at $L$.

For 0.2% tension, rough for germanium grown on silicon, take a shear deformation potential of $-2.5$ eV and $C_{12}/C_{11}=0.37$. The normal strain is $-2(0.37)(0.002)=-0.00148$, so

$$
w=2(-2.5)(-0.00148-0.00200)=0.0174\ {\rm eV}.
$$

The full formula gives a rise of 0.092 eV instead of 0.100 eV. This comparison starts from a scalar offset calculated for the same strained crystal.

### How far to trust the numbers

Two second-order effects can be sized roughly. With an assumed coupling matrix element of 0.10 eV, mixing with a level 10 eV away gives a shift of about $(0.10)^2/10=0.001$ eV. A nearer level gives more: at 3 eV the same estimate is about 0.003 eV, and the tight-binding crystal model in the output lowers the $L$ edge by about 0.004 eV. So the 0.10 eV rise and the unchanged conduction offset hold to within a few meV. For the interface dipole, I take the same coupling and a mean distance of 4.0 eV between occupied and empty states. The transferred charge is then roughly a fraction $f=(0.10/4.0)^2=6.25\times10^{-4}$ of an electron per surface atom. A germanium (001) surface has $2/a^2$ atoms per unit area, with lattice constant $a=0.566$ nm. For a dipole length $d=0.25$ nm, the step in electron energy is $e^2(2/a^2)fd/\varepsilon_0$, which is about 18 meV unscreened, or 2 meV with a screening factor of 10. These are order-of-magnitude estimates, not bounds.

The 3.0 eV offset and both gaps are rough values for a germanium/alumina gate stack. Real stacks can break the assumptions of zero strain and zero oxide splitting. With the tension above and the largest oxide rise from either bare-field coupling, the growth becomes about 0.08 eV, before the second-order effects. The offset itself is less certain than this correction: the density functional can be wrong by several tenths of an eV, and an interlayer or interface charge can change the line-up. Heating by 60 K, at a rough 0.4 meV/K, changes the germanium gap by about 24 meV. Part of that may appear in the valence offset, but it cancels from the spin-orbit growth if $\Delta$ is unchanged. So 3.10 eV is your starting value with one missing term restored, not a prediction of a measured offset. The numerical output below lists the main values used here.

## Table of computed values

```
Input Ge spin-orbit splitting: 0.30 eV
Input scalar valence offset (rough): 3.00 eV
Input oxide gap (rough): 6.50 eV
Input Ge gap (rough): 0.70 eV
Ge coupling zeta: 0.200 eV
Quartet shift: +0.100 eV
Doublet shift: -0.200 eV
Sum of six shifts: 0.000 eV
Crystal-model rise at Gamma: 0.100 eV
Crystal-model conduction shift at L: -4.29 meV
Density change on doubling coupling: factor 3.999
Growth of valence offset: 0.100 eV
Corrected valence offset: 3.10 eV
Conduction offset, uncorrected valence: 2.80 eV
Conduction offset, corrected valence: 2.70 eV
O 2p zeta, bare nucleus: 26.58 meV
O 2p zeta, Hartree screened: 20.48 meV
Basis shift of bare zeta: -0.0077 meV
Basis shift of screened zeta: -0.0084 meV
Largest oxide rise, bare: 13.29 meV
Largest oxide rise, screened: 10.24 meV
Least offset growth, bare O: 0.0867 eV
Least offset growth, screened O: 0.0898 eV
Input tensile strain: 0.20 percent
Input shear potential (rough): -2.50 eV
Input elastic ratio C12/C11 (rough): 0.37
Strain energy parameter: 17.40 meV
Ge rise under tension: 0.0918 eV
Ge rise under compression: 0.1000 eV
Input level distance for mixing (rough): 10.0 eV
Second-order mixing estimate: 1.00 meV
Input mean gap for dipole (rough): 4.0 eV
Input lattice constant (rough): 0.566 nm
Input dipole length (rough): 0.25 nm
Input dielectric screening (rough): 10
Charge fraction estimate: 6.25e-04
Interface step, unscreened estimate: 17.7 meV
Interface step, screened estimate: 1.8 meV
Input heating: 60 K
Input gap slope magnitude (rough): 0.4 meV/K
Gap change on heating, magnitude: 24 meV
```
